# Spin Separation of the Static GW Bethe-Salpeter Equation for Collinear References: verification in Python

```python
# Static BSE on a collinear spin-polarized reference (real orbitals, hartree inside).
# A[ia,jb] = (e_a-e_i) + (ai|v|jb) - (ab|W|ji),  B[ia,jb] = (ai|v|bj) - (aj|W|bi).
# Claim: A splits into dSz = 0, -1, +1 blocks; B couples dSz=-1 with dSz=+1 pairs only;
# flip blocks hold only energy differences and W (no bare v term).
# M- = [[A--, B-+], [-B+-, -A++]] is the flip eigenproblem.
# i,j occupied; a,b empty; v bare Coulomb; W static RPA screened interaction.
# System: Sr+ and Sr, def2-SVP + ECP, UHF -> W0 -> COHSEX self-consistent at fixed W0.
# Definition road: spinors with a tilted spin axis, kernel = dSigma/dgamma.
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf
from pyscf.tdscf import uhf as tduhf
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]

def uhf(charge, spin):
    m = gto.M(atom='Sr 0 0 0', basis='def2-svp', ecp='def2-svp', charge=charge, spin=spin, verbose=0)
    f = scf.UHF(m); f.chkfile = None; f.conv_tol = 1e-11; f.kernel()
    assert f.converged
    return m, f
mol, mf = uhf(1, 1)
n = mol.nao; N = 2*n
sv, sU = np.linalg.eigh(mol.intor('int1e_ovlp'))
X = sU@np.diag(sv**-0.5)@sU.T; Sh = sU@np.diag(sv**0.5)@sU.T
tr4 = lambda O, p, q, r, s: np.einsum('mnlk,mp,nq,lr,ks->pqrs', O, p, q, r, s, optimize=True)
V = np.ascontiguousarray(tr4(mol.intor('int2e'), X, X, X, X)); V2 = V.reshape(n*n, n*n)
h = X@mf.get_hcore()@X; z = X@mol.intor('int1e_r')[2]@X
ang = np.concatenate([[mol.bas_angular(b)]*((2*mol.bas_angular(b)+1)*mol.bas_nctr(b)) for b in range(mol.nbas)])
theta = 0.7
R = np.array([[np.cos(theta/2), -np.sin(theta/2)], [np.sin(theta/2), np.cos(theta/2)]])
sig_n = R@np.diag([1., -1.])@R.T; sig_p = R@np.array([[0., 1.], [1., 0.]])@R.T
Sn = np.kron(sig_n, np.eye(n)); Zc = np.kron(np.eye(2), z); Zp = np.kron(sig_p, z)

def hartree(D):
    D = D.reshape(-1, 2, n, 2, n)
    j = ((D[:, 0, :, 0, :]+D[:, 1, :, 1, :]).reshape(-1, n*n)@V2).reshape(-1, n, n)
    out = np.zeros_like(D); out[:, 0, :, 0, :] = j; out[:, 1, :, 1, :] = j
    return out.reshape(-1, N, N)
def exchange(D, W):
    Wx = W.transpose(0, 3, 1, 2).reshape(n*n, n*n)
    Db = D.reshape(-1, 2, n, 2, n).transpose(0, 1, 3, 2, 4).reshape(-1, n*n)
    return (Db@Wx.T).reshape(-1, 2, 2, n, n).transpose(0, 1, 3, 2, 4).reshape(-1, N, N)
def solve(D, W, nel, field=0.0):
    h1 = np.kron(np.eye(2), h+0.5*np.einsum('mlln->mn', W-V))+field
    Fs, Es = [], []
    for it in range(200):
        F = h1+hartree(D)[0]-exchange(D, W)[0]
        e = F@D-D@F
        if abs(e).max() < 1e-10:
            return F, D
        Fs = (Fs+[F])[-8:]; Es = (Es+[e.ravel()])[-8:]
        if len(Fs) > 1:
            dE = np.array([x-Es[-1] for x in Es[:-1]]).T; sc = np.linalg.norm(dE, axis=0)+1e-300
            c = np.linalg.lstsq(dE/sc, -Es[-1], rcond=None)[0]/sc
            F = F+sum(ck*(Fk-F) for ck, Fk in zip(c, Fs[:-1]))
        C = np.linalg.eigh(F)[1][:, :nel]; D = C@C.T
    raise RuntimeError('SCF not converged')
def rpa_W(F, nel):
    e, C = np.linalg.eigh(F); C = C.reshape(2, n, N)
    rho = np.einsum('smi,sna->iamn', C[:, :, :nel], C[:, :, nel:], optimize=True).reshape(-1, n*n)
    d = (e[None, nel:]-e[:nel, None]).ravel(); L = rho@V2
    W2 = V2-2*L.T@np.linalg.solve(np.diag(d)+2*L@rho.T, L)
    assert abs(W2-V2+2*L.T@((rho@W2)/d[:, None])).max() < 1e-10   # Dyson equation W = v + v chi0 W
    return W2.reshape(n, n, n, n)
def start(f):
    da, db = f.make_rdm1()
    return np.kron(np.outer(R[:, 0], R[:, 0]), Sh@da@Sh)+np.kron(np.outer(R[:, 1], R[:, 1]), Sh@db@Sh)
def label(F, nel):
    # best spin labels inside occupied and empty spaces; index 0 = up, 1 = down
    C = np.linalg.eigh(F)[1]; res = []; impurity = 0.0
    for sub in (C[:, :nel], C[:, nel:]):
        s, U = np.linalg.eigh(sub.T@Sn@sub); impurity = max(impurity, abs(abs(s)-1).max())
        parts = []
        for m in (s > 0, s <= 0):
            c = sub@U[:, m]; e, u = np.linalg.eigh(c.T@F@c); parts.append((c@u, e))
        res.append(parts)
    return res[0], res[1], impurity
def definition(F, W, occ, vir):
    Co = np.hstack([o[0] for o in occ]); Cv = np.hstack([a[0] for a in vir])
    no, nv = Co.shape[1], Cv.shape[1]; P = no*nv
    T = np.einsum('pb,qj->jbpq', Cv, Co).reshape(P, N, N)
    out = {'A0': np.kron(np.eye(no), Cv.T@F@Cv)-np.kron(Co.T@F@Co, np.eye(nv))}
    for k, S in (('v', hartree(T)), ('w', -exchange(T, W))):
        out['A'+k] = (Cv.T@S@Co).transpose(2, 1, 0).reshape(P, P)
        out['B'+k] = (Co.T@S@Cv).transpose(1, 2, 0).reshape(P, P)
    so = np.repeat([0, 1], [o[0].shape[1] for o in occ]); sa = np.repeat([0, 1], [a[0].shape[1] for a in vir])
    ds = (so[:, None]-sa[None, :]).ravel()
    return out['A0']+out['Av']+out['Aw'], out['Bv']+out['Bw'], out, ds
def spatial(parts):
    return [np.einsum('s,smp->mp', R[:, s], parts[s][0].reshape(2, n, -1)) for s in (0, 1)], [p[1] for p in parts]
def mat(t, order):
    t = np.einsum(order+'->iajb', t); return t.reshape(t.shape[0]*t.shape[1], -1)
def derived(W, occ, vir):
    (o, eo), (u, ev) = spatial(occ), spatial(vir)
    de = lambda s, t: np.diag((ev[t][None, :]-eo[s][:, None]).ravel())
    Kv = [[mat(tr4(V, u[s], o[s], o[t], u[t]), 'aijb') for t in (0, 1)] for s in (0, 1)]
    Wa = lambda s, t: mat(tr4(W, u[t], u[t], o[s], o[s]), 'abji')
    Wb = lambda s, t: mat(tr4(W, u[t], o[t], u[s], o[s]), 'ajbi')
    return dict(Ac=np.block([[de(0, 0)+Kv[0][0]-Wa(0, 0), Kv[0][1]], [Kv[1][0], de(1, 1)+Kv[1][1]-Wa(1, 1)]]),
                Bc=np.block([[Kv[0][0]-Wb(0, 0), Kv[0][1]], [Kv[1][0], Kv[1][1]-Wb(1, 1)]]),
                Am=de(0, 1)-Wa(0, 1), Ap=de(1, 0)-Wa(1, 0), Bmp=-Wb(0, 1), Bpm=-Wb(1, 0),
                K=Kv[0][0], o=o, u=u, eo=eo, ev=ev)
def reig(M):
    w = np.linalg.eigvals(M); assert abs(w.imag).max() < 1e-6; return np.sort(w.real)
Mminus = lambda b: np.block([[b['Am'], b['Bmp']], [-b['Bpm'], -b['Ap']]])
def level(w, deg):
    w = np.sort(w)
    for g in np.split(w, np.where(np.diff(w) > 1e-6)[0]+1):
        if len(g) == deg: return g.mean()
    raise RuntimeError('no level')
def show(t, x, unit='eV', f='.4f'):
    print(f"{t}: {x*(EV if unit == 'eV' else 1):{f}} {unit}")

# Hartree-Fock limit W = v against pyscf
nel = mol.nelectron
Fh, Dh = solve(start(mf), V, nel); oh, vh, _ = label(Fh, nel); bh = derived(V, oh, vh)
vind = tduhf.TDA(mf).gen_vind(mf)[0]
Aref = np.asarray(vind(np.eye(len(bh['Ac']))))
assert abs(np.linalg.eigvalsh((Aref+Aref.T)/2)-np.linalg.eigvalsh(bh['Ac'])).max() < 1e-6
# screened reference
W = rpa_W(Fh, nel); F, D = solve(Dh, W, nel); occ, vir, imp = label(F, nel)
assert imp < 1e-8
A, B, part, ds = definition(F, W, occ, vir); b = derived(W, occ, vir)
c, m, p = ds == 0, ds == -1, ds == 1; fl = ~c
blk = lambda M, r, s: M[np.ix_(r, s)]
offA = abs(A[ds[:, None] != ds[None, :]]).max(); offB = abs(B[ds[:, None] != -ds[None, :]]).max()
vflip = max(abs(part['Av'][fl]).max(), abs(part['Bv'][fl]).max()); vcons = abs(blk(part['Av'], c, c)).max()
assert offA < 1e-8 and offB < 1e-8 and vflip < 1e-8 and vcons > 1e-2 and abs(blk(B, m, p)).max() > 1e-3
dev = max(abs(blk(A, c, c)-b['Ac']).max(), abs(blk(B, c, c)-b['Bc']).max(), abs(blk(A, m, m)-b['Am']).max(),
          abs(blk(A, p, p)-b['Ap']).max(), abs(blk(B, m, p)-b['Bmp']).max(), abs(blk(B, p, m)-b['Bpm']).max())
assert dev < 1e-8
wc = np.sqrt(reig((b['Ac']-b['Bc'])@(b['Ac']+b['Bc']))); wm = reig(Mminus(b))
devs = abs(reig(np.block([[A, B], [-B, -A]]))-np.sort(np.r_[wc, -wc, wm, -wm])).max()
assert devs < 1e-6 and (wm > -1e-6).sum() == m.sum()
print(f"Sr+ : basis functions {n}, N_up {b['o'][0].shape[1]}, N_down {b['o'][1].shape[1]}, axis tilt {theta} rad")
print(f"pairs dSz=0: {c.sum()}, dSz=-1: {m.sum()}, dSz=+1: {p.sum()}, total {len(ds)}")
show("max forbidden element of A, B", max(offA, offB), f='.1e'); show("max v term in flip rows", vflip, f='.1e')
show("max v term in dSz=0 block", vcons); show("max |B-+|", abs(b['Bmp']).max())
show("max |definition - block formula|", dev, f='.1e'); show("max |full spectrum - union of blocks|", devs, f='.1e')
# diagonal 5s -> 5p terms
s5 = b['o'][0][:, -1:]; assert (s5[ang == 0]**2).sum() > 0.99
show("e(5s up)", b['eo'][0][-1])
for t, name in ((0, 'up'), (1, 'down')):
    a = int(np.argmax((b['u'][t][ang == 1]**2).sum(0) > 0.9)); pa = b['u'][t][:, a:a+1]
    d = b['ev'][t][a]-b['eo'][0][-1]; kv = tr4(V, pa, s5, s5, pa).item()*(t == 0); kw = tr4(W, pa, pa, s5, s5).item()
    show(f"e(5p {name})", b['ev'][t][a])
    print(f"5s up->5p {name}: de {d*EV:.4f}, v term {kv*EV:.4f}, W term {-kw*EV:.4f}, sum {(d+kv-kw)*EV:.4f} eV")
wf = wm[wm > -1e-6]
for deg, L in ((3, 'P'), (5, 'D')):
    show(f"lowest {L}, dSz=0, full BSE", level(wc, deg)); show(f"lowest {L}, dSz=-1, full BSE", level(wf, deg))
split = level(wc, 3)-level(wf, 3); assert abs(split) > 1e-5
show("P(dSz=0) - P(dSz=-1)", split); show("lowest dSz=+1 root", -wm[wm < -1e-6].max())
# zero mode
vec = np.r_[(b['o'][0].T@b['u'][1]).ravel(), -(b['o'][1].T@b['u'][0]).ravel()]
X2, Y2 = (vec[:m.sum()]**2).sum(), (vec[m.sum():]**2).sum()
assert abs(Mminus(b)@vec).max() < 1e-7 and abs(wf[0]) < 1e-7 and abs(X2-Y2-1) < 1e-8
show("zero mode root of M-", abs(wf[0]), f='.1e'); print(f"|X|^2 = {X2:.6f}, |Y|^2 = {Y2:.6f}")
tda0 = np.linalg.eigvalsh(b['Am'])[0]; assert tda0 > 1e-8
show("lowest Tamm-Dancoff flip root", tda0, f='.6f')
bi = derived(W, oh, vh); wi = reig(Mminus(bi)); gap = wi[np.argmin(abs(wi))]
sh = bi['o'][0][:, -1:]; est = tr4(V-W, sh, sh, sh, sh).item()
assert gap > 1e-5 and abs(gap-est) < 0.3*est
show("gap with UHF energies and W kernel", gap); show("(5s5s|v-W|5s5s)", est)
# finite-field responses at fixed W
lam = 1e-4
def resp(M, v):
    e, U = np.linalg.eigh((M+M.T)/2); y = U.T@v; k = abs(e) > 1e-6
    assert abs(y[~k]).sum() < 1e-7
    return -2*(y[k]**2/e[k]).sum()
zz = lambda s, t: (b['o'][s].T@z@b['u'][t]).ravel()
cases = (("z*1", Zc, b['Ac']+b['Bc'], np.r_[zz(0, 0), zz(1, 1)], c),
         ("z*sigma_perp", Zp, np.block([[b['Am'], b['Bmp']], [b['Bpm'], b['Ap']]]), np.r_[zz(0, 1), zz(1, 0)], fl))
print(f"finite field strength: {lam:.0e} a.u.")
for name, O, M, v, mask in cases:
    ff = np.sum(O*(solve(D, W, nel, lam*O)[1]-solve(D, W, nel, -lam*O)[1]))/(2*lam)
    bs = resp(M, v); free = -2*(v**2/np.diag(part['A0'])[mask]).sum()
    assert abs(ff/bs-1) < 1e-4 and abs(free/bs-1) > 1e-2
    print(f"response to {name}: field {ff:.3f}, block {bs:.3f}, no kernel {free:.3f} a.u.")
# order of the change of W
W1 = rpa_W(F, nel)
for name, O, want in (("z*1", Zc, 2), ("z*sigma_perp", Zp, 4)):
    r = np.linalg.norm(rpa_W(F+1e-3*O, nel)-W1)/np.linalg.norm(rpa_W(F+5e-4*O, nel)-W1)
    assert abs(r-want) < 0.1
    print(f"|dW(1e-3 a.u.)|/|dW(5e-4 a.u.)| for {name}: {r:.3f}")
# non-collinear counterexample
lam_nc = 5e-3
Fn, _ = solve(D, W, nel, lam_nc*Zp); on, vn, impn = label(Fn, nel)
An, Bn, pn, dn = definition(Fn, W, on, vn)
kn = abs((pn['Av']+pn['Aw'])[dn[:, None] != dn[None, :]]).max(); vn_f = abs(pn['Av'][dn != 0]).max()
assert kn > 1e-5 and vn_f > 1e-5
print(f"non-collinear field {lam_nc:.0e} a.u. on z*sigma_perp, spin impurity {impn:.1e}")
show("  max inter-block kernel element of A", kn); show("  max v term in flip rows", vn_f)
# closed-shell limit
mol0, mf0 = uhf(0, 0); n0 = mol0.nelectron
F0, D0 = solve(start(mf0), V, n0); W0 = rpa_W(F0, n0); F0, D0 = solve(D0, W0, n0)
o0, v0, i0 = label(F0, n0); b0 = derived(W0, o0, v0); q = len(b0['K'])
assert i0 < 1e-8 and abs(np.sum(Sn*D0)) < 1e-8
At, Bt = b0['Ac'][:q, :q]-b0['K'], b0['Bc'][:q, :q]-b0['K']; As, Bs = At+2*b0['K'], Bt+2*b0['K']
eT, eS = np.linalg.eigvalsh(At), np.linalg.eigvalsh(As)
assert abs(np.linalg.eigvalsh(b0['Ac'])-np.sort(np.r_[eT, eS])).max() < 1e-7
assert abs(np.linalg.eigvalsh(b0['Am'])-eT).max() < 1e-7 and abs(np.linalg.eigvalsh(b0['Ap'])-eT).max() < 1e-7
t2, s2 = reig((At-Bt)@(At+Bt)), reig((As-Bs)@(As+Bs))
assert abs(reig((b0['Ac']-b0['Bc'])@(b0['Ac']+b0['Bc']))-np.sort(np.r_[t2, s2])).max() < 1e-6
assert abs(reig(Mminus(b0)@Mminus(b0))-np.repeat(t2, 2)).max() < 1e-6
print(f"Sr : electrons {n0}, pairs per spin combination {q}")
show("Sr singlet P, TDA", level(eS, 3)); show("Sr triplet P, TDA, dSz=0", level(eT, 3))
show("Sr triplet P, TDA, dSz=-1", level(np.linalg.eigvalsh(b0['Am']), 3))
show("Sr triplet P, TDA, dSz=+1", level(np.linalg.eigvalsh(b0['Ap']), 3))
show("Sr singlet-triplet P splitting, TDA", level(eS, 3)-level(eT, 3))
print(f"Sr full BSE lowest omega^2: triplet {t2[0]*EV**2:.4f}, singlet {s2[0]*EV**2:.4f} eV^2")
print("tests ok")
```

It prints:

```
Sr+ : basis functions 23, N_up 5, N_down 4, axis tilt 0.7 rad
pairs dSz=0: 166, dSz=-1: 95, dSz=+1: 72, total 333
max forbidden element of A, B: 4.1e-13 eV
max v term in flip rows: 1.2e-15 eV
max v term in dSz=0 block: 0.9800 eV
max |B-+|: 0.5362 eV
max |definition - block formula|: 3.9e-13 eV
max |full spectrum - union of blocks|: 3.3e-12 eV
e(5s up): -11.3243 eV
e(5p up): -3.6812 eV
5s up->5p up: de 7.6430, v term 0.9373, W term -4.9139, sum 3.6664 eV
e(5p down): -3.0526 eV
5s up->5p down: de 8.2717, v term 0.0000, W term -4.7749, sum 3.4968 eV
lowest P, dSz=0, full BSE: 3.4813 eV
lowest P, dSz=-1, full BSE: 3.2876 eV
lowest D, dSz=0, full BSE: 2.9008 eV
lowest D, dSz=-1, full BSE: 2.8431 eV
P(dSz=0) - P(dSz=-1): 0.1936 eV
lowest dSz=+1 root: 22.5785 eV
zero mode root of M-: 7.5e-12 eV
|X|^2 = 1.000252, |Y|^2 = 0.000252
lowest Tamm-Dancoff flip root: 0.006427 eV
gap with UHF energies and W kernel: 0.1794 eV
(5s5s|v-W|5s5s): 0.1709 eV
finite field strength: 1e-04 a.u.
response to z*1: field -76.144, block -76.143, no kernel -44.835 a.u.
response to z*sigma_perp: field -103.437, block -103.437, no kernel -41.572 a.u.
|dW(1e-3 a.u.)|/|dW(5e-4 a.u.)| for z*1: 2.002
|dW(1e-3 a.u.)|/|dW(5e-4 a.u.)| for z*sigma_perp: 4.001
non-collinear field 5e-03 a.u. on z*sigma_perp, spin impurity 1.9e-02
  max inter-block kernel element of A: 0.1717 eV
  max v term in flip rows: 0.1016 eV
Sr : electrons 10, pairs per spin combination 90
Sr singlet P, TDA: 3.7287 eV
Sr triplet P, TDA, dSz=0: 2.0082 eV
Sr triplet P, TDA, dSz=-1: 2.0082 eV
Sr triplet P, TDA, dSz=+1: 2.0082 eV
Sr singlet-triplet P splitting, TDA: 1.7205 eV
Sr full BSE lowest omega^2: triplet 3.7036, singlet 12.1363 eV^2
tests ok
```
